# Why Gaussian Width Cancels in the Charged-Defect Supercell Correction, part 2

The energy of a charged defect, such as a silicon self-interstitial, computed in a periodic supercell must be corrected for the interaction of the charge with its images and the neutralizing background. The defect has charge $Q=qe$, where $e>0$ is the elementary charge. The cell has volume $\Omega$ and lattice vectors $\mathbf R$, the medium is a linear, isotropic dielectric of relative permittivity $\varepsilon$, and every periodic potential has zero cell average. The correction is

$$E_{\rm corr}=E_{\rm lat}-Q\,\Delta V,\qquad E_{\rm lat}=E_{\rm iso}-E_{\rm per}.$$

Here $E_{\rm iso}$ is the energy of a model charge alone in the dielectric, and $E_{\rm per}$ that of its neutralized array per cell. Far from the defect, $\Delta V=V_{\rm def}-V_{\rm model}$ compares the potential added by the defect with that of the periodic model.

Part one used a normalized Gaussian $g_\sigma$ of standard deviation $\sigma$ along one axis, and Fourier series over reciprocal vectors $\mathbf G$. With negligible tails, the width lowers $E_{\rm lat}$ by $A\sigma^2$, where $A=Q^2/(2\varepsilon_0\varepsilon\Omega)$, and raises the far $V_{\rm model}$ by $Q\sigma^2/(2\varepsilon_0\varepsilon\Omega)$. The correction then stays constant. In general,

$$\frac{dE_{\rm corr}}{d\sigma^2}=\frac{Q^2}{2\varepsilon_0\varepsilon}\Big[\sum_{\mathbf R\neq0}g_{\sqrt2\sigma}(\mathbf R)-\sum_{\mathbf R}g_\sigma(\mathbf r-\mathbf R)\Big], \tag{9}$$

where $\mathbf r$ is the point at which the potentials are compared.

The example has $q=2$, $\varepsilon=12$ and a cubic cell of edge $L=1.6$ nm, so $\Omega=4.096$ nm³ and $A=0.7363$ eV/nm², with $e/\varepsilon_0=18.0951$ V nm. Its defect is the exponential charge $Qe^{-r/a}/(8\pi a^3)$ with $a=0.05$ nm. With potentials averaged over the midplane $z=L/2$, the table in part one gave a constant correction of 0.41822 eV at small $\sigma$, and an alignment term $-Q\Delta V$ of zero at $\sigma=0.10$ nm.

The second derivation works in real space, without a Gaussian. Let the charge density be $Qf(r)$, where $f$ is spherical, normalized to one, and confined to a region small compared with the cell. Its mean square radius is $\langle r^2\rangle=\int r^2f\,d^3r$.

### How the zero of potential moves

Compare this charge with a point charge $Q$ at the same centre. Let $u(r)$ be the potential of the isolated point charge minus that of the isolated spread charge. By Gauss's law the two agree outside the spread charge, so $u$ vanishes there. Inside, $u$ has the sign of $Q$ if $f$ is nowhere negative, because the point charge is more concentrated.

The volume integral of $u$ follows from $\nabla^2r^2=6$. Two integrations by parts move the Laplacian from $r^2$ to $u$:

$$\int u\,d^3r=\frac16\int u\,\nabla^2r^2\,d^3r=\frac16\int r^2\,\nabla^2u\,d^3r .$$

There is no surface term at large radius, where $u=0$. On a small sphere around the point charge $u$ grows as $1/r$, and the surface terms still vanish as the sphere shrinks. The source of $u$ is $Q(\delta-f)$, where $\delta$ is the point density, so $\nabla^2u=-Q(\delta-f)/(\varepsilon_0\varepsilon)$. The factor $r^2$ removes the contribution of $\delta$:

$$\int u\,d^3r=\frac{Q\langle r^2\rangle}{6\varepsilon_0\varepsilon}. \tag{12}$$

Now let $V_{\rm pt}$ be the zero-average periodic potential of the point charges with their background. To replace each point by a spread charge, subtract $u$ around every lattice site. This lowers the cell average by $\Omega^{-1}\int u\,d^3r$, and a constant $c$ must restore it to zero:

$$V_f(\mathbf r)=V_{\rm pt}(\mathbf r)-\sum_{\mathbf R}u(\mathbf r-\mathbf R)+c,\qquad c=\frac{Q\langle r^2\rangle}{6\varepsilon_0\varepsilon\Omega}. \tag{13}$$

Outside the charges, $V_f=V_{\rm pt}+c$. The field there does not depend on the width. What moves is the zero of potential, because the average includes the region inside the charge. For a Gaussian $\langle r^2\rangle=3\sigma^2$, and $c=Q\sigma^2/(2\varepsilon_0\varepsilon\Omega)$, in agreement with part one.

### How the lattice energy moves

The isolated spread charge has potential $v_{\rm pt}-u$, where $v_{\rm pt}=Q/(4\pi\varepsilon_0\varepsilon r)$. Subtract (13) from it. Within the central charge the subtractions of $u$ at the other sites vanish, and the central $u$ cancels. Half the charge times the remaining potential difference is the lattice term:

$$E_{\rm lat}[f]=\tfrac12Q\int f\,\big[v_{\rm pt}-V_{\rm pt}-c\big]d^3r=-\tfrac12Q\int f\,w\,d^3r-\tfrac12Qc, \tag{14}$$

where $w=V_{\rm pt}-v_{\rm pt}$ is the potential of the images and the background.

Near the centre the only source of $w$ is the background density $-Q/\Omega$, so $\nabla^2w=Q/(\varepsilon_0\varepsilon\Omega)$. The function $w-Qr^2/(6\varepsilon_0\varepsilon\Omega)$ then has zero Laplacian, because $\nabla^2r^2=6$. The average of such a function over a sphere equals its value at the centre, provided that the sphere encloses no image. Therefore the spherical average of $w$ is

$$\bar w(r)=w(0)+\frac{Qr^2}{6\varepsilon_0\varepsilon\Omega}. \tag{15}$$

A spherical charge responds only to this average. The integral of the second term with $f$ is $c$, so

$$\int f\,w\,d^3r=w(0)+c .$$

Inserting this in (14) gives

$$E_{\rm lat}[f]=M-Qc=M-\frac{Q^2\langle r^2\rangle}{6\varepsilon_0\varepsilon\Omega},\qquad M=-\tfrac12Qw(0). \tag{16}$$

The full factor $Qc$ has two equal parts. One half arises because a wider charge samples the parabolic potential of the background at larger radii. The other half is the shift $c$ that keeps the average potential at zero. With another zero of potential the same energy would appear as a contribution of the background, so the total does not depend on the convention. Each of the two halves carries the factor $\tfrac12$ of an electrostatic self-energy, and together they match the alignment term, which carries the full charge $Q$.

### Constancy and the correct value

Apply the result to both charges. Let the defect and the model be different compact spherical charges with the same total $Q$, in the same dielectric, with constants $c_{\rm def}$ and $c_{\rm model}$. Far from both, the point-charge potentials are equal and cancel, leaving $\Delta V=c_{\rm def}-c_{\rm model}$. Then

$$E_{\rm corr}=(M-Qc_{\rm model})-Q(c_{\rm def}-c_{\rm model})=M-Qc_{\rm def}=E_{\rm lat}[\text{defect}]. \tag{17}$$

The model width drops out, and what is left is the defect's own difference between isolated and periodic energy. The model serves as an intermediate reference, and its shape is free as long as it is spherical and compact. The sign of the alignment term is fixed as well, since no other sign gives the defect's energy for every model width.

Two limits help to read (17). For a point-like defect $c_{\rm def}=0$, and the correction is $M$. For a wider defect the correction is smaller, by an amount that falls as the inverse volume, while $M$ falls as the inverse edge length at fixed cell shape.

### The constant for a cubic cell

For a cubic cell write $w(0)=-\alpha Q/(4\pi\varepsilon_0\varepsilon L)$, so that

$$M=\frac{\alpha Q^2}{8\pi\varepsilon_0\varepsilon L}.$$

The number $\alpha$ can be found in real space. Divide the crystal into neutral units, each a point charge at the centre of a uniform cube of opposite charge. Such a unit has neither dipole nor quadrupole moment, and the sum of the unit potentials at a lattice site converges. The sum does not yet have zero average. The argument of (12) also applies to a point and its cube. Their potential is not zero outside the cube, but by cubic symmetry it falls as $r^{-5}$, fast enough for the surface terms at large radius to vanish. The mean square radius of the cube is $L^2/4$, which gives the average $Q/(24\varepsilon_0\varepsilon L)$, and this is subtracted. Numerical integration over the cubes and summation over the sites gives $\alpha=2.8373$. For the cell of part one,

$$M=\frac{2.8373\times4\times18.0951}{8\pi\times12\times1.6}=0.4256\ \text{eV}.$$

The exponential charge has $\langle r^2\rangle=12a^2=0.030$ nm², a root mean square radius of 0.173 nm. Since $Q^2\langle r^2\rangle/(6\varepsilon_0\varepsilon\Omega)=A\langle r^2\rangle/3$, equation (16) gives

$$0.4256-0.7363\times0.010=0.4182\ \text{eV}.$$

The definition $E_{\rm iso}-E_{\rm per}$, evaluated for the exponential charge by field-energy integration and a reciprocal-space sum, gives 0.41822 eV, or $6.70\times10^{-20}$ J. This is the constant in the table. The alignment term vanished at $\sigma=0.10$ nm because the two mean square radii are equal there, $3\sigma^2=12a^2$.

### What each derivation assumes

Both derivations use a linear, isotropic dielectric with one constant $\varepsilon$ for the model, and the same zero-average convention for all potentials. They differ in the rest.

The reciprocal-space derivation needs a Gaussian, because the derivative with respect to $\sigma^2$ must cancel the factor $1/G^2$. In return it keeps the tails and gives the residual at any width. It assumes nothing about the defect except that $V_{\rm def}$ stays fixed while $\sigma$ is varied. For that reason it proves constancy and nothing more: any function in place of $V_{\rm def}$, even a wrong one, would give an equally flat curve.

The real-space derivation accepts any spherical model profile, but treats the charges as strictly confined and so does not supply the tails. It also assumes that the defect is a compact spherical charge in the same dielectric as the model. That stronger assumption is what allows it to identify the constant with the correct energy.

The difference has a practical consequence. A correction that stays flat over a range of small $\sigma$ shows that the signs are consistent and the tails small. A zero slope at one width does not, because the two sums in (9) can cancel. With the potential compared at the body centre of the cubic cell, the correction is stationary near $\sigma=0.53$ nm, about 8 meV above the plateau. Even a true plateau has a limit. It does not show that the dielectric picture fits the defect.

### An error that the width cannot reveal

Screening at short distances is weaker than $\varepsilon$ suggests, because electrons cannot follow a potential that varies over less than a bond length. A simple linear model of this is

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\Big(1-\frac1\varepsilon\Big)\frac{k^2}{k^2+k_s^2}, \tag{18}$$

with a short screening length $1/k_s$. Let the defect be a fixed charge $Qf$ in this medium, while the model charge still uses the constant $\varepsilon$. Dividing (18) by $k^2$ shows that the Coulomb kernel gains a term $(1-1/\varepsilon)/(k^2+k_s^2)$. This term has short range in real space, and its value at $k=0$ is $b=(1-1/\varepsilon)/k_s^2$.

For a short-range interaction the images do not matter, and the sum over all $\mathbf G$, divided by $\Omega$, equals the integral over $\mathbf k$. The periodic calculation omits $\mathbf G=0$. The isolated energy therefore exceeds the periodic one by the omitted term, with the factor $\tfrac12$ of a self-energy:

$$\delta E_{\rm lat}[\text{defect}]=\frac{Q^2b}{2\varepsilon_0\Omega}.$$

The same omission shifts the defect potential far away by $-Qb/(\varepsilon_0\Omega)$. The alignment term multiplies this by $-Q$ and gives $+Q^2b/(\varepsilon_0\Omega)$, twice the correct change. The correction is then too large by

$$\delta E=\frac{Q^2}{2\varepsilon_0\Omega}\,\frac{1-1/\varepsilon}{k_s^2}. \tag{19}$$

The width escaped this mismatch because the charge profile enters the energy twice and the potential once. The screening function enters each of them once.

With the rough value $1/k_s=0.05$ nm, $b=0.00229$ nm² and

$$\delta E=\frac{4\times18.0951\times0.00229}{2\times4.096}=0.020\ \text{eV}.$$

Direct sums agree. The defect's own correction is 0.4385 eV, while the model procedure at $\sigma=0.10$ nm returns 0.4587 eV, which is 4.6 % too high. Equation (19) does not contain $\sigma$, so no scan of the width would reveal the error. The result belongs to this linear model and is not a measured error of any electronic-structure calculation.

### The silicon case

The cell edge and permittivity are rough but ordinary values for a 216-atom silicon cell. The exponential charge is a stand-in, not a computed density of a self-interstitial. Shape can be examined separately. Four Gaussian lobes of standard deviation 0.06 nm, placed tetrahedrally along $\langle111\rangle$ directions of the cell, 0.12 nm from the centre, violate the assumption of a spherical charge. With midplane alignment and $\sigma=0.10$ nm, the correction differs from the lobed charge's own value by only $-0.02$ meV. This is a mild test, because the tetrahedral symmetry leaves neither a dipole nor a quadrupole moment. It says nothing about a defect that is off centre, has such a moment, or spreads its charge over much of the cell.

The size of the correction matters at process temperature. At 1300 K, $k_BT=0.112$ eV. In the dilute limit, and with the Fermi level and all other energies fixed, leaving out 0.418 eV would overestimate the equilibrium concentration by a factor $e^{0.418/0.112}\approx42$. A permittivity 10 % higher, a rough allowance for the hot crystal, would lower the correction by 38 meV if it applied to cell and isolated defect alike.

The assumption that a hot wafer breaks most strongly, among those sized here, is that the isolated defect sits in an insulator. Take roughly $10^{19}$ cm⁻³ intrinsic carriers of each sign, a density $n=0.01$ nm⁻³. In linear mean-field theory, with the carriers treated as classical particles, they screen the charge over the Debye length

$$\lambda=\sqrt{\frac{\varepsilon_0\varepsilon k_BT}{2ne^2}}=1.93\ \text{nm}.$$

The screening cloud has density $-Qe^{-r/\lambda}/(4\pi\lambda^2r)$. Integrating its Coulomb potential at the defect gives $-Q/(4\pi\varepsilon_0\varepsilon\lambda)$, and half of this times $Q$ is the change in free energy

$$-\frac{Q^2}{8\pi\varepsilon_0\varepsilon\lambda}\approx-0.12\ \text{eV}.$$

This is an order of magnitude and not a further correction to apply. A sphere of radius $\lambda$ holds on average only 0.6 carriers of both signs together, so a smooth cloud is a poor description. At the distance $\lambda$ the energy of a carrier in the screened potential is already $0.41\,k_BT$, which is not small. Nor are the carriers really classical. Their thermal wavelength $h/\sqrt{2\pi mk_BT}$ is 2.1 nm for the free-electron mass and longer for lighter carriers, so it exceeds $\lambda$. In linear response this quantum spread weakens the shift to about $-0.10$ eV for a mass of 0.26 free-electron masses. The estimate still suggests that, for these numbers, the state of the hot crystal matters more than the choice of $\sigma$, as long as the model charge stays compact.
